# Sign and divergence of relativistic local exchange at a point nucleus

**Setting.** In the local density approximation, exchange in an atom is taken from the uniform, unpolarized relativistic electron gas. To first order in $e^2$, with the full retarded photon exchange and without vacuum contributions, this gives the MacDonald-Vosko functional. Gaussian units are used. Inside the gas integrals $\hbar=m=c=1$; the constants are restored in the results.

Let $k=(3\pi^2n)^{1/3}$ be the Fermi wave number at density $n$, and $b=\hbar k/(mc)$. For momenta $\mathbf p,\mathbf p'$ write $E=\sqrt{1+p^2}$, $E'=\sqrt{1+p'^2}$, $\mathbf q=\mathbf p-\mathbf p'$ and $\omega=E-E'$. The exchange energy per volume is

$$e_x=-2\pi e^2\int_{p<k}\!\int_{p'<k}\frac{d^3p\,d^3p'}{(2\pi)^6}\,w,\qquad
w=\frac{\mathrm{Tr}[\Lambda\Lambda']-\sum_i\mathrm{Tr}[\Lambda\alpha_i\Lambda'\alpha_i]}{q^2-\omega^2},$$

where $\Lambda=(E+\boldsymbol\alpha\cdot\mathbf p+\beta)/(2E)$ projects on positive energies, and $\boldsymbol\alpha,\beta$ are the Dirac matrices. The first trace is the charge-charge term, the second the current-current term.

## Part (a)

**Question.** Evaluate $w$. Separate it into the instantaneous Coulomb (longitudinal) part and the transverse part of Coulomb gauge, and find the sign of the transverse part.

**Answer.** A product of two equal Dirac matrices has trace 4, and a product of two different ones has trace zero. Hence

$$\mathrm{Tr}[\Lambda\Lambda']=\frac{4(EE'+\mathbf p\cdot\mathbf p'+1)}{4EE'}=1+\frac{1+\mathbf p\cdot\mathbf p'}{EE'} .$$

For the currents, use $\sum_i\alpha_i\alpha_i=3$, $\sum_i\alpha_i\alpha_j\alpha_i=-\alpha_j$ (one term $+\alpha_j$, two terms $-\alpha_j$) and $\sum_i\alpha_i\beta\alpha_i=-3\beta$. Then

$$\sum_i\mathrm{Tr}[\Lambda\alpha_i\Lambda'\alpha_i]=\frac{3EE'-\mathbf p\cdot\mathbf p'-3}{EE'} .$$

With $K=EE'-\mathbf p\cdot\mathbf p'$, the difference of the traces is $(4-2K)/(EE')$. The denominator is

$$q^2-\omega^2=p^2+p'^2-2\mathbf p\cdot\mathbf p'-E^2-E'^2+2EE'=2(K-1).$$

Since $2-K=1-(K-1)$,

$$w=\frac{2-K}{(K-1)EE'}=\frac1{EE'}\left[\frac1{K-1}-1\right].$$

The denominator is not negative, because $(EE')^2-(1+pp')^2=(p-p')^2\ge0$ gives $K\ge1$. At small momenta $K-1\to q^2/2$ and $w\to2/q^2$, the Coulomb kernel summed over two spins.

For the separation, let $\rho$ and $\mathbf j$ be the matrix elements of $1$ and $\boldsymbol\alpha$ between a spinor at $\mathbf p$ and one at $\mathbf p'$. The two free Hamiltonians differ by $\boldsymbol\alpha\cdot\mathbf q$, so $\mathbf q\cdot\mathbf j=\omega\rho$. The current along $\mathbf q$ therefore has squared size $\omega^2|\rho|^2/q^2$, and

$$\frac{|\rho|^2-|\mathbf j|^2}{q^2-\omega^2}
=\frac{|\rho|^2(1-\omega^2/q^2)-|\mathbf j_T|^2}{q^2-\omega^2}
=\frac{|\rho|^2}{q^2}-\frac{|\mathbf j_T|^2}{q^2-\omega^2}.$$

Summed over spins, the first term is the longitudinal kernel $w_L=\mathrm{Tr}[\Lambda\Lambda']/q^2$. The transverse kernel is never positive. As $e_x$ carries a minus sign, transverse exchange raises the energy.

## Part (b)

**Question.** Derive the exchange potential $v_x=de_x/dn$ in closed form.

**Answer.** Both integrals end at $k$ and $w$ is symmetric, so differentiation gives twice the term with $\mathbf p$ on the Fermi surface:

$$\frac{de_x}{dk}=-4\pi e^2\,\frac{4\pi k^2}{(2\pi)^3}\int_{p'<k}\frac{d^3p'}{(2\pi)^3}\,w .$$

Division by $dn/dk=k^2/\pi^2$ yields

$$v_x=-2\pi e^2\int_{p'<k}\frac{d^3p'}{(2\pi)^3}\,w,\qquad |\mathbf p|=k .$$

Set $k=\sinh u$, $E=\cosh u$, $p'=\sinh u'$, $E'=\cosh u'$. For the first term of $w$, the angular integral is

$$\int\frac{d\Omega'}{K-1}=\frac{2\pi}{kp'}L,\qquad
L=\ln\frac{EE'-1+kp'}{EE'-1-kp'}=\ln\frac{\cosh(u+u')-1}{\cosh(u-u')-1}.$$

Because $p'^2dp'/(p'E')=\sinh u'\,du'$, what remains is $J=\int_0^u\sinh u'\,L\,du'$. The identity $\cosh y-1=2\sinh^2(y/2)$ gives

$$L=2\ln\frac{\sinh\frac{u+u'}2}{\sinh\frac{u-u'}2},\qquad
\frac{dL}{du'}=\coth\tfrac{u+u'}2+\coth\tfrac{u-u'}2
=\frac{\sinh u}{\sinh\frac{u+u'}2\sinh\frac{u-u'}2}
=\frac{2\sinh u}{\cosh u-\cosh u'} .$$

Integrate by parts with $\cosh u'-\cosh u$ as the antiderivative of $\sinh u'$. The boundary term vanishes at $u'=0$, where $L=0$, and at $u'=u$, where a linear zero beats the logarithm. Thus

$$J=\int_0^u(\cosh u-\cosh u')\frac{dL}{du'}\,du'=2u\sinh u .$$

The two parts of the integral are then

$$\int\frac{d^3p'}{(K-1)EE'}=\frac{2\pi}{kE}J=\frac{4\pi u}{E},\qquad
\int\frac{d^3p'}{EE'}=\frac{4\pi}{E}\int_0^u\sinh^2u'\,du'=\frac{2\pi}{E}(\sinh u\cosh u-u).$$

Subtracting the second from the first,

$$v_x=-\frac{e^2}{4\pi^2}\,\frac{2\pi}{E}\,(3u-\sinh u\cosh u).$$

Taking out $k=\sinh u$ and restoring constants,

$$v_x=-\frac{e^2k}{\pi}\Psi(b),\qquad \Psi(b)=\frac32\,\frac{\operatorname{arcsinh}b}{b\sqrt{1+b^2}}-\frac12 .$$

For small $b$, $\Psi\approx1-b^2$: the nonrelativistic potential $-e^2k/\pi$ is recovered and its attraction is weakened first at order $b^2$.

## Part (c)

**Question.** Show that $v_x$ changes sign at one density, and calculate that density.

**Answer.** With $b=\sinh u$, the condition $\Psi=0$ reads $3u=\sinh u\cosh u$, or

$$\sinh 2u=6u .$$

The function $\sinh(y)/y$ increases from 1 without bound, as its power series has positive coefficients. It equals 3 once, at $y=2u$. Below the root $v_x$ is attractive; above it, repulsive. Numerically $u=1.41922$ and $b_c=\sinh u=1.9460$. In atomic units $c=137.036$, so

$$k_c=1.9460\times137.036=266.67\ \text{bohr}^{-1},\qquad
n_c=\frac{k_c^3}{3\pi^2}=6.405\times10^5\ \text{bohr}^{-3}.$$

This density belongs to the electron gas and involves no property of an atom. At $n_c$ the Fermi momentum is nearly twice $mc$.

## Part (d)

**Question.** Show that the longitudinal potential $v_L$ is attractive at every density, and find its high-density form.

**Answer.** The smallest value of $1+\mathbf p\cdot\mathbf p'$ is $1-pp'$, and

$$1-pp'>-(1+pp')\ge-EE' .$$

Therefore $\mathrm{Tr}[\Lambda\Lambda']>0$ and $w_L>0$. The formula of part (b) with $w_L$ in place of $w$ gives $v_L<0$ for every $k>0$.

For the magnitude, use $1+\mathbf p\cdot\mathbf p'=(E^2+E'^2-q^2)/2$:

$$w_L=\frac{(E+E')^2}{2EE'q^2}-\frac1{2EE'} .$$

With $p'=xk$, the angular integral of $1/q^2$ is $(2\pi/k^2x)\,\ell(x)$, where $\ell(x)=\ln[(1+x)/(1-x)]$. Inserting this, $v_L=-(e^2k/\pi)\Psi_L$ with

$$\Psi_L=\int_0^1\left[\frac{x(E+E')^2}{4EE'}\,\ell(x)-\frac{x^2k^2}{2EE'}\right]dx .$$

When $k\to\infty$, $E\to k$ and $E'\to xk$. The limit may be taken under the integral: since $E/E'\le1/x$ and $E'/E\le1$, the factor of $\ell$ is at most 1, and the last term is at most $x/2$. Hence

$$\Psi_L\to\frac14\int_0^1(1+x)^2\ell(x)\,dx-\frac14 .$$

Use $[(1+x)^3-8]/3$ as the antiderivative of $(1+x)^2$, which makes the boundary terms vanish. With $d\ell/dx=2/(1-x^2)$ and $8-(1+x)^3=(1-x)[4+2(1+x)+(1+x)^2]$,

$$\int_0^1(1+x)^2\ell\,dx=\frac23\int_0^1\left[\frac4{1+x}+2+(1+x)\right]dx=\frac{8\ln2+7}{3}.$$

Therefore

$$\Psi_L\to\frac{8\ln2+7}{12}-\frac14=\frac{1+2\ln2}{3}=0.7954 .$$

In the high-density limit the longitudinal attraction keeps about 80% of the nonrelativistic strength at the same density; at $n_c$ the fraction is $\Psi_L=0.848$. The sign change of the total is thus due to the transverse part. In the high-density limit $\Psi\to-\frac12$, so the transverse potential is $(e^2k/\pi)(0.7954+0.5)$, larger than the longitudinal attraction.

## Part (e)

**Question.** An atom has a point nucleus with $0<Z\alpha<1$, where $\alpha=e^2/(\hbar c)$, and occupied $s$ shells. Find how $v_x$ and $v_L$ behave as $r\to0$. How soon is the limiting power reached?

**Answer.** Let $P$ and $Q$ be the large and small radial functions. Near the nucleus the potential $-Ze^2/r$ outweighs the energy and mass terms. With $P=a_Pr^s$ and $Q=a_Qr^s$, the radial Dirac equations become

$$-Z\alpha\,a_P+(\kappa-s)a_Q=0,\qquad (\kappa+s)a_P-Z\alpha\,a_Q=0 .$$

A nonzero solution requires $s^2=\kappa^2-Z^2\alpha^2$, and the physical solution takes the positive root, the one for which the mean value of $1/r$ is finite (for $Z\alpha<\sqrt3/2$ the negative root is not even normalizable). The density of a shell, proportional to $(P^2+Q^2)/r^2$, varies as $r^{2s-2}$. For $\kappa=\pm1$, that is $s_{1/2}$ and $p_{1/2}$, the exponent is negative. For $|\kappa|\ge2$ it exceeds $2\sqrt3-2>0$, and those shells drop out. So

$$n\to A\,r^{2\gamma-2},\qquad \gamma=\sqrt{1-Z^2\alpha^2},\quad A>0 .$$

Self-consistency does not alter this. The repulsion between electrons is less singular than $1/r$. The exchange potential grows at most like $n^{1/3}$, and $r\,n^{1/3}\sim r^{(1+2\gamma)/3}\to0$. Neither enters the equations for $s$.

Since $n\to\infty$, $b\to\infty$ as well. Then $\operatorname{arcsinh}b\approx\ln2b$ and $b\sqrt{1+b^2}\approx b^2$, so

$$v_x\approx\frac{e^2k}{2\pi}\left[1-\frac{3\ln(2b)}{b^2}\right]\to
+\frac{e^2}{2\pi}(3\pi^2A)^{1/3}\,r^{(2\gamma-2)/3},$$

$$v_L\to-\frac{e^2}{\pi}\,\frac{1+2\ln2}{3}\,(3\pi^2A)^{1/3}\,r^{(2\gamma-2)/3}.$$

Both diverge with the same power and with opposite signs.

The correction to this power falls off as $\ln(2b)/b^2$, while $b$ grows as $r^{(2\gamma-2)/3}$. The approach is therefore very slow for small $Z\alpha$ and becomes faster as $Z\alpha$ increases. The logarithmic derivative of the bracketed form gives the local exponent

$$\frac{d\ln v_x}{d\ln r}\approx\frac{2\gamma-2}{3}\left[1+\frac{6\ln(2b)-3}{b^2}\right].$$

For mercury, $Z\alpha=0.5838$ and $\gamma=0.8119$, so the limiting exponent is $-0.1254$. The self-consistent atom of part (f) has $b=4.084$ at $10^{-5}$ bohr. Continuing the power law inward to $10^{-10}$ bohr multiplies $b$ by $10^{5\times0.1254}=4.24$, giving $b=17.3$. The correction is then $(6\times3.54-3)/299=0.061$ and the local exponent $-0.133$, as the full formula also gives. At $10^{-5}$ bohr the full formula gives $-0.234$, nearly twice the limit. A real nucleus is far larger than these radii, so the pure power is a property of the point-nucleus model.

## Part (f)

**Question.** In a self-consistent calculation of neutral mercury with a point nucleus, $n=8.935\times10^5$ bohr$^{-3}$ at $r=10^{-3}$ bohr. Locate the sign change of $v_x$. Judge how firm the result is, and whether a Schrödinger density would have produced it.

**Answer.** The calculation solves the radial Dirac-Kohn-Sham equations for the closed-shell atom with MacDonald-Vosko exchange. It omits correlation and quantum-electrodynamic effects beyond this functional.

Close to the nucleus, take the shape of the bare $1s$ density, $r^{2\gamma-2}e^{-2Zr}$ with $r$ in bohr, and fix its height by the given value. This is an approximation, since other shells contribute. With $y=r/(10^{-3}\ \text{bohr})$, the condition $n=n_c$ is

$$0.3762\ln y+0.160\,(y-1)=\ln\frac{8.935}{6.405}=0.333 .$$

At $y=1.75$ the left side is 0.3305, and at $y=1.76$ it is 0.3343. The root is $y\approx1.756$. The full self-consistent density gives the same radius to this accuracy:

$$r_c=1.76\times10^{-3}\ \text{bohr}=93\ \text{fm}.$$

The potentials around this point, in hartree, are:

| $r$ (bohr) | $b$ | $v_x$ | $v_L$ |
|---|---|---|---|
| $10^{-5}$ | 4.08 | +56.2 | −144.5 |
| $10^{-3}$ | 2.17 | +5.9 | −79.7 |
| $1.756\times10^{-3}$ | 1.95 | 0.0 | −72.0 |
| $10^{-2}$ | 1.02 | −18.8 | −40.3 |
| $10^{-1}$ | 0.22 | −9.2 | −9.6 |

At $r_c$ the longitudinal attraction of 72.0 hartree is cancelled by an equal transverse repulsion. Farther out the two potentials approach each other, as they must at low density. The nuclear attraction at $r_c$ is $80/(1.756\times10^{-3})\approx4.6\times10^4$ hartree. The repulsion from the other electrons is below $10^3$ hartree, so the total potential acting on an electron remains strongly attractive.

The $1s$ shell supplies 83% of the density at $r_c$. A bare $1s$ pair alone would place the crossing at $1.36\times10^{-3}$ bohr; the other shells matter for the radius, though not for the existence of the crossing.

Two changes of the model show how firm the radius is:

- A uniformly charged nucleus of round radius 7 fm moves the crossing to $1.744\times10^{-3}$ bohr, a decrease of 0.7%. The crossing lies about 13 such radii from the centre. The divergence disappears, but $v_x$ is still $+27.1$ hartree at $10^{-5}$ bohr.
- A density computed self-consistently with nonrelativistic exchange, $\Psi=1$, moves it to $1.783\times10^{-3}$ bohr, an increase of 1.6%.

For the Schrödinger comparison, a bare $ns$ pair has density $2Z^3/(\pi n_s^3)$ at the nucleus, where $n_s$ is its principal quantum number. In bohr$^{-3}$ the $1s$ pair gives

$$\frac{2\times80^3}{\pi}=3.26\times10^5 .$$

Filling every $s$ shell would multiply this by $\sum n_s^{-3}=1.202$, to $3.92\times10^5$. That is still below $n_c$. In this bare-nucleus estimate, the Schrödinger density at the mercury nucleus is too low for repulsive exchange. The relativistic rise of the density is needed as well as the relativistic functional.

The result also has a limit set by the local approximation. A measure of inhomogeneity is $s_g=|\nabla n|/(2kn)$, which should be small for a nearly uniform gas. The shape used above gives, at $r_c$,

$$s_g\approx\frac{0.3762/(1.756\times10^{-3})+160}{2\times266.7}=\frac{374}{533}=0.70 .$$

As $r\to0$, $s_g\approx(1-\gamma)/(kr)$ grows without bound, because $kr\to0$. The gas is thus far from uniform both at $r_c$ and closer in. The sign change and the divergence are therefore established for the MacDonald-Vosko potential, and do not by themselves say how the exact exchange potential of the atom behaves near the nucleus. The numerical output lists the self-consistent values used here.

## Calculated quantities

```
speed of light c = 137.0360 a.u.; Z = 80; Z*alpha = 0.58379
gamma = 0.81191; density exponent 2gamma-2 = -0.37619
limiting exponent of v_x (2gamma-2)/3 = -0.12540
root of sinh(2u)=6u: u = 1.41922; b_c = 1.94600
critical Fermi wave number = 266.672 bohr^-1
critical density = 6.40492e+05 bohr^-3
Psi_L at b_c = 0.84841; limit (1+2ln2)/3 = 0.79543
smallest Psi_L in scan b=0.01..1000: 0.79543
worst relative error of one-electron levels on grid: 6.0e-05
Hg 1s level = -3029.8 hartree
Hg 6s level = -0.221 hartree
integrated number of electrons = 80.0000
density exponent found between 1e-5 and 2e-5 bohr = -0.3783
SIGN CHANGE radius, point nucleus = 1.756e-03 bohr = 92.9 fm
  same, coarser grid = 1.756e-03 bohr
  same, 7 fm uniform nucleus = 1.744e-03 bohr
  same, density from nonrelativistic exchange = 1.783e-03 bohr
  bare 1s pair alone = 1.356e-03 bohr
7 fm nuclear radius = 1.323e-04 bohr; r_c/R = 13.3
density shares at r_c: 1s 0.8272, all s 0.9847, p1/2 0.0150
Z*r_c = 0.1404 (radius in units of bohr/Z)
r (bohr) | n (bohr^-3) | b | v_x (hartree) | v_L (hartree)
1.000e-05 | 5.9208e+06 | 4.0841 | +56.165 | -144.496
1.000e-04 | 2.4549e+06 | 3.0454 | +29.011 | -109.146
1.000e-03 | 8.9354e+05 | 2.1744 | +5.897 | -79.713
1.756e-03 | 6.4049e+05 | 1.9460 | +0.000 | -72.017
1.000e-02 | 9.1603e+04 | 1.0177 | -18.794 | -40.317
1.000e-01 | 9.5048e+02 | 0.2220 | -9.223 | -9.606
7 fm nucleus, r=1e-5 bohr: n = 2.2814e+06 bohr^-3, v_x = +27.060 hartree
7 fm nucleus, density exponent there = -0.0045
local exponent of v_x, continued law, r=1e-05 bohr: -0.23445
local exponent of v_x, continued law, r=1e-10 bohr: -0.13330
local exponent of v_x, continued law, r=1e-20 bohr: -0.12544
local exponent of v_x, continued law, r=1e-60 bohr: -0.12540
```
